# How a finite oxide barrier shifts triangular-well subbands

An electron in an inversion layer is held between a semiconductor–oxide interface and the electric field that pulls it there. Let \(z\) be the distance from the interface into the semiconductor. For \(z>0\) the effective mass along \(z\) is \(m_s\) and the potential energy is \(V(z)=eFz\), with \(e>0\) and \(F>0\). For \(z<0\) there is oxide, with mass \(m_o\) and constant potential energy \(U_0\), measured from the semiconductor band edge at the interface. The oxide is taken as infinitely thick at first.

The model is a single-band effective-mass model with an abrupt interface and no interaction between electrons. Energies are those of subband bottoms, so in-plane motion adds nothing. The Hamiltonian is

\[
H=-\frac{\hbar^2}{2}\frac{d}{dz}\frac{1}{m(z)}\frac{d}{dz}+V(z).
\]

## (a) The impenetrable wall

**Find the levels when \(U_0\to\infty\).**

**Solution.** For \(z>0\) the Schrödinger equation reads

\[
\psi''=\frac{2m_s}{\hbar^2}(eFz-E)\psi=\frac{1}{\ell^3}\left(z-\frac{E}{eF}\right)\psi,\qquad
\ell=\left(\frac{\hbar^2}{2m_seF}\right)^{1/3}.
\]

With \(x=z/\ell-\varepsilon\) and \(\varepsilon=E/(eF\ell)\), the bracket equals \(\ell x\). Each derivative with respect to \(z\) brings a factor \(1/\ell\), so \(d^2\psi/dx^2=x\psi\). This is Airy's equation, and its solution that decays for large \(z\) is \(\mathrm{Ai}(x)\).

The wall requires \(\psi(0)=0\), that is \(\mathrm{Ai}(-\varepsilon)=0\). Calling the zeros of Ai \(-a_n\), with \(n=1,2,\dots\), we get

\[
E_n^0=a_n\,eF\ell .
\]

## (b) The boundary condition set by the oxide

**For finite \(U_0>E\), reduce the effect of the oxide to a condition on \(\psi\) at \(z=0^+\), and interpret it geometrically.**

**Solution.** In the oxide \(\psi''=\kappa^2\psi\), with

\[
\kappa(E)=\frac{\sqrt{2m_o(U_0-E)}}{\hbar},
\]

and the solution that decays into the oxide is \(Ce^{\kappa z}\). Integrating \(H\psi=E\psi\) over a vanishing interval around the interface shows that \(\psi'/m\) is continuous, since the potential is finite there. The function \(\psi\) is continuous too. Therefore

\[
\frac{\psi'(0^+)}{m_s}=\frac{\kappa\,\psi(0)}{m_o}
\quad\Longrightarrow\quad
\psi(0)=\delta\,\psi'(0^+),\qquad
\delta(E)=\frac{m_o}{m_s}\frac{1}{\kappa(E)} .
\]

The tangent to the channel wave function at the interface is \(\psi(0)+z\psi'(0^+)=(\delta+z)\psi'(0^+)\). It reaches zero at \(z=-\delta\). Seen from the channel, the wave function heads for a node a distance \(\delta\) inside the oxide.

This distance is the decay length of the amplitude, \(1/\kappa\), weighted by the mass ratio, because the slope changes at the interface by the factor \(m_s/m_o\). Since \(\kappa\propto\sqrt{m_o}\), the distance varies as \(\sqrt{m_o}/m_s\). A heavier oxide mass shortens the decay but moves the extrapolated node outward.

## (c) The levels for a given \(\delta\)

**Find the lowering of level \(n\) for small \(\delta/\ell\), through fourth order. Compare it with the lowering produced by a hard wall placed at \(z=-\delta\), with the potential \(eFz\) continued up to it.**

**Solution.** Write \(E=eF\ell(a_n-s)\), so that \(s\) is the lowering in units of \(eF\ell\), and let \(d=\delta/\ell\). Since \(\psi(0)\propto\mathrm{Ai}(-\varepsilon)\) and \(\psi'(0^+)\propto\mathrm{Ai}'(-\varepsilon)/\ell\), the condition of part (b) is

\[
\mathrm{Ai}(-a_n+s)=d\,\mathrm{Ai}'(-a_n+s).
\]

Now expand about \(x=-a_n\), writing \(a\) for \(a_n\). Airy's equation supplies the derivatives:

\[
\mathrm{Ai}''=x\mathrm{Ai},\qquad
\mathrm{Ai}'''=\mathrm{Ai}+x\mathrm{Ai}',\qquad
\mathrm{Ai}''''=2\mathrm{Ai}'+x^2\mathrm{Ai}.
\]

At the zero, where \(\mathrm{Ai}=0\), they equal \(0\), \(-a\mathrm{Ai}'\) and \(2\mathrm{Ai}'\). Hence

\[
\frac{\mathrm{Ai}(-a+s)}{\mathrm{Ai}'(-a)}=s-\frac{as^3}{6}+\frac{s^4}{12}+\dots,\qquad
\frac{\mathrm{Ai}'(-a+s)}{\mathrm{Ai}'(-a)}=1-\frac{as^2}{2}+\frac{s^3}{3}+\dots
\]

The reciprocal of the second series is \(1+as^2/2-s^3/3+\dots\). Multiplying it by the first gives

\[
d=s+\left(\frac12-\frac16\right)as^3+\left(\frac1{12}-\frac13\right)s^4+\dots
=s+\frac{as^3}{3}-\frac{s^4}{4}+\dots
\]

To invert, solve for the linear \(s\) and replace \(s^3\) and \(s^4\) by \(d^3\) and \(d^4\). The error is of order \(d^5\):

\[
s=d-\frac{a_nd^3}{3}+\frac{d^4}{4}+O(d^5).
\]

For the displaced wall, put \(z'=z+\delta\). The wall is then at \(z'=0\) and the potential is \(eFz'-eF\delta\). This is the problem of part (a) with a constant subtracted, so its levels are \(E_n^0-eF\delta\), or \(s=d\), without approximation.

The two problems agree in first order, and neither has a quadratic term. Through second order in \(d\) the oxide acts as a displaced hard wall, and at given \(\delta\) the lowering \(eF\delta\) does not contain \(n\).

## (d) How nearly equal are the shifts?

**The length \(\delta\) itself depends on the energy. Include this, and find the first term that distinguishes the levels. State when the expansion is useful.**

**Solution.** Let \(\kappa_0=\sqrt{2m_oU_0}/\hbar\), \(r=m_o/m_s\), \(\delta_0=r/\kappa_0\) and \(d_0=\delta_0/\ell\). Then \(\delta=\delta_0(1-E/U_0)^{-1/2}\). To count orders, relate \(U_0\) to \(d_0\). From \(r^2/m_o=r/m_s\) and \(\hbar^2/2m_s=eF\ell^3\),

\[
d_0^2=\frac{r^2\hbar^2}{2m_oU_0\ell^2}=\frac{r}{U_0\ell^2}\frac{\hbar^2}{2m_s}=r\,\frac{eF\ell}{U_0}.
\]

Thus \(E/U_0=(a_n-s)d_0^2/r\), and with \(s=d_0+\dots\) in this small term

\[
d=d_0\left(1+\frac{E}{2U_0}+\dots\right)
=d_0+\frac{a_nd_0^3}{2r}-\frac{d_0^4}{2r}+O(d_0^5).
\]

Insertion into the result of part (c) yields

\[
s=d_0+a_n\left(\frac1{2r}-\frac13\right)d_0^3+\left(\frac14-\frac1{2r}\right)d_0^4+O(d_0^5).
\]

The last coefficient was tested on roots of the full condition at \(d_0=10^{-4}\), for \(n=1,3\) and \(r=0.55,\,2.6\). The largest deviation was \(1.6\times10^{-3}\), as expected from the next term, \(a_n^2\left(\tfrac15-\tfrac1{2r}+\tfrac3{8r^2}\right)d_0^5\), which shifts the apparent coefficient by that amount for \(n=3\), \(r=0.55\).

Since \(a_nd_0^2=rE_n^0/U_0\), the lowering \(S_n=E_n^0-E_n=eF\ell s\) is

\[
S_n=eF\delta_0\left[1+\left(\frac12-\frac r3\right)\frac{E_n^0}{U_0}+\dots\right].
\]

The fourth-order term in \(s\) is the same for all \(n\), so the leading difference between two levels is

\[
S_n-S_m\simeq eF\delta_0\left(\frac12-\frac r3\right)\frac{E_n^0-E_m^0}{U_0}.
\]

The common shift falls as \(U_0^{-1/2}\) and the difference as \(U_0^{-3/2}\). This is the sense in which the low levels are lowered almost equally.

Two effects compete in the bracket. A higher level sees a lower remaining barrier and penetrates further, which gives the \(1/2\). Its wave function also bends more strongly near the interface, so the straight tangent overestimates the equivalent displacement, which gives \(-r/3\). At \(r=3/2\) they cancel in this order.

The expansion needs both \(E_n^0/U_0\ll1\) and \(rE_n^0/U_0\ll1\). The second condition is the stricter one when the channel mass is smaller than the oxide mass.

## (e) Why the triangular well treats its levels alike

**Find the first-order shift in an arbitrary smooth well \(V(z)\) bounded by the same oxide, and express it through the force on the electron. Apply the result to the triangular well and to a flat-bottomed well.**

**Solution.** Let \(B=\hbar^2/2m_s\). Let \(\psi\) be the real, normalized hard-wall state with energy \(E^0\), and \(\phi\) the corresponding channel function for the finite barrier, with energy \(E\). From \(B\psi''=(V-E^0)\psi\) and \(B\phi''=(V-E)\phi\),

\[
B\int_0^\infty(\psi\phi''-\phi\psi'')\,dz=(E^0-E)\int_0^\infty\psi\phi\,dz .
\]

The integrand on the left is the derivative of \(\psi\phi'-\phi\psi'\). This vanishes at infinity and equals \(-\phi(0)\psi'(0)\) at the interface, because \(\psi(0)=0\). With \(\phi(0)=\delta\phi'(0)\),

\[
E^0-E=\frac{B\,\delta\,\phi'(0)\psi'(0)}{\int_0^\infty\psi\phi\,dz}\simeq B\,\delta_0\,\psi'(0)^2 ,
\]

where the last form replaces \(\phi\) by \(\psi\) and \(\delta\) by \(\delta_0\), which is correct to first order in \(\delta_0\).

To find the slope, multiply \(-B\psi''+(V-E^0)\psi=0\) by \(\psi'\) and integrate. The first term gives \(-\tfrac B2[\psi'^2]_0^\infty=\tfrac B2\psi'(0)^2\). Integrating the second by parts gives \(-\tfrac12\int V'\psi^2dz\), with no boundary term since \(\psi\) vanishes at both ends. Hence

\[
B\,\psi'(0)^2=\langle V'\rangle,\qquad E^0-E\simeq\delta_0\langle V'\rangle .
\]

The shift is the displacement times the mean force pressing the electron against the wall. In the triangular well \(V'=eF\) everywhere, so every state has the same mean force.

The classical motion shows the same balance. An electron that hits the wall with momentum \(p\) returns after a time \(2p/eF\) and transfers \(2p\) per collision. The average force is \(eF\) at any energy: a faster electron hits harder but less often.

In a flat well of width \(L\), with a hard wall kept at the far side, \(\psi=\sqrt{2/L}\,\sin kz\). Then \(B\psi'(0)^2=2Bk^2/L=2E^0/L\), and the shift \(2E^0\delta_0/L\) grows in proportion to the level energy. A high barrier alone does not produce equal shifts; the mean force must also be the same for all the levels, and a uniform force ensures this.

## (f) A silicon channel

**Evaluate the shifts for a (001) silicon surface under silicon dioxide, with \(F=0.5\) MV/cm, \(U_0=3.1\) eV, \(m_s=0.916\) and \(m_o=0.5\) electron masses. What changes for the valleys whose mass normal to the surface is \(0.19\)?**

**Solution.** Here \(eF=0.05\) eV/nm, and \(\hbar^2/2m_e=0.0381\) eV nm² for the free-electron mass \(m_e\). Thus

\[
\ell=\left(\frac{0.0381}{0.916\times0.05}\right)^{1/3}\text{nm}=0.940\ \text{nm},\qquad
\frac1{\kappa_0}=\sqrt{\frac{0.0381}{0.5\times3.1}}\ \text{nm}=0.157\ \text{nm}.
\]

With \(r=0.5/0.916=0.546\), the displacement is \(\delta_0=0.546\times0.157=0.0856\) nm, and the common shift is \(eF\delta_0=4.28\) meV.

For comparison, the Hamiltonian was diagonalized on a mesh of 0.005 nm, with a 3 nm oxide closed by a hard wall. The shift column comes from this diagonalization. The level columns are the Airy values \(a_neF\ell\) and the roots of the matching condition of part (b), with which the diagonalized levels agree within 0.02 meV. The formula column is the bracketed expression of part (d). Energies are in meV.

| \(n\) | \(E_n^0\) | \(E_n\) | shift | formula |
|---|---|---|---|---|
| 1 | 109.95 | 105.62 | 4.325 | 4.327 |
| 2 | 192.23 | 187.87 | 4.363 | 4.363 |
| 3 | 259.60 | 255.20 | 4.395 | 4.393 |
| 4 | 319.14 | 314.72 | 4.424 | 4.419 |

The third decimals serve only this comparison; halving the mesh step to 0.005 nm changed the shifts by up to 0.002 meV, and the mesh-free roots of the matching condition give 4.326, 4.364, 4.396 and 4.424 meV. While the levels span 209 meV, their shifts differ by 0.098 meV, or 2.3% of the first shift. The leading difference formula gives \(4.28\times0.318\times209/3100=0.092\) meV.

Omitting the mass ratio would give 7.84 meV, 81% above the computed first shift. Doubling the field raises that shift from 4.325 to 8.705 meV, slightly more than twice, because \(E_1^0/U_0\) grows too.

For the other valleys \(r=0.5/0.19=2.63\), so \(\delta_0=0.413\) nm and \(eF\delta_0=20.6\) meV. Diagonalization gives a first level lowered from 185.7 to 165.5 meV, a shift of 20.2 meV. **Equality therefore holds within a ladder of common \(m_s\), not between ladders.** The gap between the two lowest levels of the ladders shrinks from 75.8 to 59.9 meV.

At 300 K, where \(k_BT=25.9\) meV, this matters for the populations. Take \(10^{12}\) electrons per cm², four levels in each ladder and the usual valley degeneracies, two and four. The share in the light-normal-mass ladder then rises from 20% with a hard wall to 31% with the finite barrier. These shares belong to the unscreened triangular well. In the screened well of part (g), made self-consistent at 300 K with both ladders occupied, the gap shrinks from about 63 to 51 meV and the share rises from about 28% to 38%.

These figures for the second ladder neglect the nonzero in-plane wave number \(k_\parallel\) of its valleys, and the correction can be large. If \(k_\parallel\) is conserved in a single-band isotropic oxide, \(k_\parallel^2\) is added to \(\kappa^2\). With \(k_\parallel\approx9.8\) nm⁻¹ for silicon, the first shift falls from 20.2 to about 11 meV, the gap becomes about 69 meV, and the share rises only to about 24%.

## (g) What the model leaves out

**Estimate the effect of the oxide field, and compare the barrier shift with the other corrections to be expected in a real channel.**

**Solution.** With relative permittivities 11.7 and 3.9, continuity of the normal displacement field gives \(F_o=1.5\) MV/cm in the oxide. The barrier becomes \(U_0+eF_oz\), which falls toward the gate. The logarithmic derivative \(y=\psi'/\psi\) in the oxide obeys \(y'+y^2=\kappa(z)^2\). For slowly varying \(\kappa\), put \(y=\kappa+y_1\) and keep first-order terms: \(\kappa'+2\kappa y_1=0\), so \(y_1=-\kappa'/2\kappa\). Differentiating \(\kappa^2=2m_o(U_0+eF_oz-E)/\hbar^2\) at \(z=0\) gives \(\kappa'/\kappa=eF_o/[2(U_0-E)]\), hence

\[
y(0)\simeq\kappa\left[1-\frac{eF_o}{4\kappa(U_0-E)}\right].
\]

The displacement increases by the fraction in the bracket, here 0.2%. This lowers the first level by a further 0.0086 meV, and diagonalization with the tilted barrier gives the same value. Because the oxide has a finite thickness, the electron can also tunnel through it to the gate. A WKB estimate with unit prefactor has the exponent 36.2 for 3 nm of oxide and a lifetime of order \(10^2\) s, so the level is sharp for the present purpose.

Screening matters more. Keep the interface field at 0.5 MV/cm, but let it be produced by \(1.0\times10^{12}\) inversion electrons and \(2.2\times10^{12}\) depletion charges per cm², the latter spread evenly over a depth of 56 nm (an acceptor density of \(4\times10^{17}\) cm⁻³). With all inversion electrons in the lowest subband, whose density is made self-consistent for the hard wall, the field falls with depth. The mean fields for \(n=1\) and \(n=4\) become 0.413 and 0.332 MV/cm. With this potential frozen, the barrier shifts are 3.60 and 2.93 meV, close to \(\delta_0\langle V'\rangle=3.53\) and 2.84 meV. Their difference is now 19% of the first shift, and would be 14% if the same depletion charge were spread four times as deep (an acceptor density of \(10^{17}\) cm⁻³, which needs a band bending of 3.9 V instead of 0.96 V, that is about 3 V of reverse substrate bias). In both cases the curved well breaks the equality far more than the finite barrier height does. At 300 K other subbands are occupied too, so this case is an estimate.

The chosen field, barrier and masses are roughly typical of a silicon channel in inversion, and the oxide field is well below the rough breakdown scale of 10 MV/cm. Real channels break the assumption of a fixed triangular well: the screening just described lowers the first hard-wall level by 6.5 meV. The repulsive image potential of a thick oxide of lower permittivity, taken in first order, raises levels 1 and 4 by about 14 and 7 meV; a metal gate behind 3 nm of oxide reduces these figures to about 6 and 1 meV. Both corrections to the lowest level exceed the 4.3 meV barrier shift, so that shift alone does not fix absolute subband energies. Exchange, correlation and a gradual interface composition are not included. Neither is the nonparabolicity of the silicon band: with a coefficient \(\alpha\approx0.5\) eV⁻¹, the first-order estimate \(\alpha\langle(E-V)^2\rangle\) lowers levels 1 and 4 by about 1 and 10 meV, and the first light-mass level by about 3.5 meV. Moreover, \(\delta_0\) is shorter than a silicon bond, roughly 0.24 nm, which strains the idea of an abrupt effective-mass interface. The value 4.3 meV is a property of this model and its parameters; since \(\delta_0\propto\sqrt{m_o/U_0}\), a 20% change in the assumed oxide mass moves it by about 10%. The spread of the shifts is more fragile still, because the coefficient \(1/2\) of part (d) assumes a parabolic oxide band 3 eV into the gap. A two-band form \(\kappa^2\propto(U_0-E)\left[1-(U_0-E)/E_g\right]\) with \(E_g=9\) eV, the same \(\kappa_0\) and the same boundary mass reduces the spread from 2.3% to 0.6%. The remaining computed values are in the numerical output.

## Calculated quantities

```
channel field: 0.50 MV/cm
oxide field: 1.50 MV/cm
barrier height U0: 3.10 eV
channel mass, oxide mass: 0.916, 0.500 m_e
mass ratio r = m_ox/m_ch: 0.5459
relative permittivities, channel, oxide: 11.7, 3.9
oxide thickness: 3.0 nm
hbar^2/(2 m_e): 0.038100 eV nm^2
Airy length: 0.9405 nm
energy unit e F ell: 47.024 meV
bare decay length 1/kappa0: 0.1568 nm
wall displacement delta0: 0.0856 nm
d0 = delta0/ell: 0.0910
leading common shift: 4.279 meV
shift without mass weighting: 7.839 meV
n=1: Airy number a_n 2.3381
  hard 109.95, finite 105.62 meV
  shift 4.325, formula 4.327 meV
n=2: Airy number a_n 4.0879
  hard 192.23, finite 187.87 meV
  shift 4.363, formula 4.363 meV
n=3: Airy number a_n 5.5206
  hard 259.60, finite 255.20 meV
  shift 4.395, formula 4.393 meV
n=4: Airy number a_n 6.7867
  hard 319.14, finite 314.72 meV
  shift 4.424, formula 4.419 meV
spread of the four shifts: 0.098 meV
largest shift change, mesh 0.01 to 0.005 nm: 0.00186 meV
n=1 shift at doubled field: 8.705 meV
largest error of fourth-order coefficient: 1.6e-03
light ladder mass: 0.19 m_e
light ladder delta0: 0.4126 nm
light ladder n=1 hard, finite: 185.74, 165.53 meV
light ladder n=1 shift, leading: 20.21, 20.63 meV
extra n=1 lowering by oxide tilt, grid: 0.0086 meV
same, estimate: 0.0086 meV
inversion, depletion density: 1.00e+12, 2.23e+12 cm^-2
acceptor density: 4.0e+17 cm^-3
depletion width: 55.8 nm
screened n=1: mean field 0.413 MV/cm, shift 3.597 meV
screened n=4: mean field 0.332 MV/cm, shift 2.925 meV
screened n=1 hard-wall level: 103.49 meV
image energy n=1, n=4: 13.66, 6.66 meV
WKB exponent, escape time: 36.2, 2e+02 s
temperature, kT: 300 K, 25.85 meV
lowest-subband share, hard, finite: 0.766, 0.660
light-ladder share, hard, finite: 0.197, 0.308
```
